# Linear and quadratic Stark shifts of rigid rotating molecules: test program

```python
"""Stark effect of rigid rotors (hbar = 1, Hartree atomic units).

Results under test:
  symmetric top, J >= 1:  first-order shift  = -mu*E*K*M/(J*(J+1))
  linear rotor, J = 0:    second-order shift = -(mu*E)**2/(6*B)
B: rotational constant; mu: dipole along the figure axis n; E: field along Z;
J: total angular momentum; K: its component along n; M: its component along Z;
theta: angle between n and Z; omega = mu*E/B, the dimensionless field.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_jacobi

# Operator relations, with J as differential operators in Euler angles.
th, ph, ch = sp.symbols("theta phi chi", real=True)
cot = sp.cos(th) / sp.sin(th)


def j_x(f):
    return -sp.I * (-sp.cos(ph) * cot * sp.diff(f, ph)
                    - sp.sin(ph) * sp.diff(f, th)
                    + sp.cos(ph) / sp.sin(th) * sp.diff(f, ch))


def j_y(f):
    return -sp.I * (-sp.sin(ph) * cot * sp.diff(f, ph)
                    + sp.cos(ph) * sp.diff(f, th)
                    + sp.sin(ph) / sp.sin(th) * sp.diff(f, ch))


def j_z(f):
    return -sp.I * sp.diff(f, ph)


def magnitude(expression):
    """Size of an expression at a generic orientation."""
    function = sp.lambdify((th, ph, ch), expression, "numpy")
    return abs(complex(function(0.7, 0.4, 1.1)))


j_ops = (j_x, j_y, j_z)
axis = (sp.sin(th) * sp.cos(ph), sp.sin(th) * sp.sin(ph), sp.cos(th))
m_trial, k_trial = 2, -1
trial = sp.exp(th / 3 + th**2 / 5 + sp.I * (m_trial * ph + k_trial * ch))
for i in range(3):
    for j in range(3):
        n_comm = j_ops[i](axis[j] * trial) - axis[j] * j_ops[i](trial)
        j_comm = j_ops[i](j_ops[j](trial)) - j_ops[j](j_ops[i](trial))
        n_expected = sum(sp.I * sp.LeviCivita(i, j, k) * axis[k] * trial
                         for k in range(3))
        j_expected = sum(sp.I * sp.LeviCivita(i, j, k) * j_ops[k](trial)
                         for k in range(3))
        assert magnitude(n_comm - n_expected) < 1e-11
        assert magnitude(j_comm - j_expected) < 1e-11
n_dot_j = sum(axis[i] * j_ops[i](trial) for i in range(3))
assert magnitude(n_dot_j - k_trial * trial) < 1e-11
j_squared = sum(op(op(trial)) for op in j_ops)
theta_form = (-sp.diff(trial, th, 2) - cot * sp.diff(trial, th)
              + (m_trial**2 + k_trial**2
                 - 2 * m_trial * k_trial * sp.cos(th))
              / sp.sin(th)**2 * trial)
assert magnitude(j_squared - theta_form) < 1e-11

# Double commutator of J^2 with n_Z = x = cos(theta), on any function g(x).
x_s, m_s, k_s = sp.symbols("x m k")
g = sp.Function("g")(x_s)


def j2_symbolic(f):
    return (-sp.diff((1 - x_s**2) * sp.diff(f, x_s), x_s)
            + (m_s**2 + k_s**2 - 2 * m_s * k_s * x_s) / (1 - x_s**2) * f)


def single_commutator(f):
    return j2_symbolic(x_s * f) - x_s * j2_symbolic(f)


double = j2_symbolic(single_commutator(g)) - single_commutator(j2_symbolic(g))
claimed = 2 * (j2_symbolic(x_s * g) + x_s * j2_symbolic(g)) - 4 * k_s * m_s * g
numerator = sp.fraction(sp.together((double - claimed).doit()))[0]
assert sp.expand(numerator) == 0


# Numerical rotor: matrices of J^2 and cos(theta) by quadrature.
def rotor_matrices(K, M, size=12):
    x, weight = np.polynomial.legendre.leggauss(40)
    a, b = abs(K - M), abs(K + M)
    envelope = (1 - x)**(a / 2) * (1 + x)**(b / 2)
    log_slope = -a / (2 * (1 - x)) + b / (2 * (1 + x))
    values, slopes = [], []
    for n in range(size):
        p = eval_jacobi(n, a, b, x)
        dp = np.zeros_like(x)
        if n > 0:
            dp = (n + a + b + 1) / 2 * eval_jacobi(n - 1, a + 1, b + 1, x)
        f = envelope * p
        norm = np.sqrt(np.sum(weight * f**2))
        values.append(f / norm)
        slopes.append(envelope * (dp + log_slope * p) / norm)
    f, df = np.array(values), np.array(slopes)
    potential = (M**2 + K**2 - 2 * M * K * x) / (1 - x**2)
    overlap = (f * weight) @ f.T
    j2 = (df * weight * (1 - x**2)) @ df.T + (f * weight * potential) @ f.T
    cosine = (f * weight * x) @ f.T
    return overlap, j2, cosine


def stark_state(J, K, M, omega):
    """Energy in units of B, without the constant K^2 term, and <cos>."""
    overlap, j2, cosine = rotor_matrices(K, M)
    energies, vectors = eigh(j2 - omega * cosine, overlap)
    index = J - max(abs(K), abs(M))
    v = vectors[:, index]
    return energies[index], v @ cosine @ v


def exact_shift(J, K, M, omega):
    return stark_state(J, K, M, omega)[0] - J * (J + 1)


# First-order law for every state with J = 1, 2, 3.
step = 1e-3
count, worst_cos, worst_slope = 0, 0.0, 0.0
for J in range(1, 4):
    for K in range(-J, J + 1):
        for M in range(-J, J + 1):
            energy, mean_cos = stark_state(J, K, M, 0.0)
            assert abs(energy - J * (J + 1)) < 1e-9
            slope = (exact_shift(J, K, M, step)
                     - exact_shift(J, K, M, -step)) / (2 * step)
            law = K * M / (J * (J + 1))
            worst_cos = max(worst_cos, abs(mean_cos - law))
            worst_slope = max(worst_slope, abs(slope + law))
            count += 1
assert worst_cos < 1e-9
assert worst_slope < 1e-6  # finite-difference error is of order step**2
assert abs(stark_state(0, 0, 0, 0.0)[1]) < 1e-12

# Linear rotor: which states does cos(theta) couple to J = 0?
overlap, j2, cosine = rotor_matrices(0, 0)
free_vectors = eigh(j2, overlap)[1]
couplings = (free_vectors.T @ cosine @ free_vectors[:, 0])**2
assert abs(couplings[1] - 1 / 3) < 1e-12
assert np.max(np.delete(couplings, 1)) < 1e-20

# The remainder beyond second order must grow as the fourth power of the field.
remainders = [exact_shift(0, 0, 0, w) + w**2 / 6 for w in (0.1, 0.2)]
remainder_ratio = remainders[1] / remainders[0]
assert abs(remainder_ratio - 16) < 0.3

# Worked example with round model parameters.
B, mu, field = 2e-6, 0.6, 1e-7
mu_e = mu * field
omega = mu_e / B
to_mhz = physical_constants["hartree-hertz relationship"][0] / 1e6
print(f"rotational constant B = {B:.1e} hartree")
print(f"dipole mu = {mu:.1f} e a0")
print(f"field E = {field:.1e} atomic units")
print(f"mu E = {mu_e:.2e} hartree")
print(f"mu E / B = {omega:.3f} (no unit)")
print(f"top states tested, J = 1 to 3: {count}")
print(f"largest error of <cos> law = {worst_cos:.0e} (no unit)")
print(f"largest error of slope law = {worst_slope:.0e} (no unit)")

print("symmetric top: shifts in hartree, first order and diagonalized")
for J, K, M in ((1, 1, 1), (1, 1, 0), (1, 1, -1), (2, 1, 2), (2, 2, 2)):
    first = -mu_e * K * M / (J * (J + 1)) + 0.0
    exact = B * exact_shift(J, K, M, omega)
    assert abs(exact - first) < 0.1 * omega * mu_e
    print(f"J={J} K={K} M={M:2d}: <cos> = {K * M / (J * (J + 1)):.4f}, "
          f"first {first:.4e}, full {exact:.4e}")
top_first = -mu_e / 2
print(f"J=K=M=1 first-order shift = {top_first * to_mhz:.2f} MHz")
top_ratio = exact_shift(1, 1, 1, 2 * omega) / exact_shift(1, 1, 1, omega)
top_rest = [exact_shift(1, 1, 1, w) + w / 2 for w in (omega, 2 * omega)]
assert abs(top_ratio - 2) < 0.01
assert abs(top_rest[1] / top_rest[0] - 4) < 0.05
print(f"J=K=M=1 full shift, field doubled: factor {top_ratio:.4f}")

second = -mu_e**2 / (6 * B)
linear_exact = B * exact_shift(0, 0, 0, omega)
assert abs(linear_exact / second - 1) < 1e-3
print("linear rotor, J = 0")
print(f"squared coupling to J=1 = {couplings[1]:.6f} (no unit)")
print(f"second-order shift = {second:.5e} hartree")
print(f"diagonalized shift = {linear_exact:.5e} hartree")
print(f"second-order shift = {second * to_mhz:.4f} MHz")
linear_ratio = exact_shift(0, 0, 0, 2 * omega) / exact_shift(0, 0, 0, omega)
assert abs(linear_ratio - 4) < 0.01
print(f"full shift, field doubled: factor {linear_ratio:.4f}")

ground = eigh(j2 - omega * cosine, overlap)[1][:, 0]
amplitude = abs(free_vectors[:, 1] @ overlap @ ground)
orientation = ground @ cosine @ ground
assert abs(amplitude / (omega / (2 * np.sqrt(3))) - 1) < 1e-3
assert abs(orientation / (omega / 3) - 1) < 1e-3
print(f"J=1 amplitude: formula {omega / (2 * np.sqrt(3)):.6f}, "
      f"full {amplitude:.6f} (no unit)")
print(f"induced <cos>: formula {omega / 3:.6f}, "
      f"full {orientation:.6f} (no unit)")
print(f"remainder beyond second order, field doubled from mu E = 0.1 B: "
      f"factor {remainder_ratio:.2f}")

strong = exact_shift(0, 0, 0, 1.0)
print(f"strong field mu E = B: second order {-1 / 6:.5f} B, "
      f"full {strong:.5f} B")
print(f"strong field: second order too large by "
      f"{100 * ((-1 / 6) / strong - 1):.1f} percent")
print("every check passed")
```

Running it gives:

```
rotational constant B = 2.0e-06 hartree
dipole mu = 0.6 e a0
field E = 1.0e-07 atomic units
mu E = 6.00e-08 hartree
mu E / B = 0.030 (no unit)
top states tested, J = 1 to 3: 83
largest error of <cos> law = 1e-14 (no unit)
largest error of slope law = 3e-09 (no unit)
symmetric top: shifts in hartree, first order and diagonalized
J=1 K=1 M= 1: <cos> = 0.5000, first -3.0000e-08, full -3.0067e-08
J=1 K=1 M= 0: <cos> = 0.0000, first 0.0000e+00, full -8.9999e-11
J=1 K=1 M=-1: <cos> = -0.5000, first 3.0000e-08, full 2.9932e-08
J=2 K=1 M= 2: <cos> = 0.3333, first -2.0000e-08, full -2.0038e-08
J=2 K=2 M= 2: <cos> = 0.6667, first -4.0000e-08, full -4.0024e-08
J=K=M=1 first-order shift = -197.39 MHz
J=K=M=1 full shift, field doubled: factor 2.0045
linear rotor, J = 0
squared coupling to J=1 = 0.333333 (no unit)
second-order shift = -3.00000e-10 hartree
diagonalized shift = -2.99984e-10 hartree
second-order shift = -1.9739 MHz
full shift, field doubled: factor 3.9993
J=1 amplitude: formula 0.008660, full 0.008659 (no unit)
induced <cos>: formula 0.010000, full 0.009999 (no unit)
remainder beyond second order, field doubled from mu E = 0.1 B: factor 15.94
strong field mu E = B: second order -0.16667 B, full -0.15766 B
strong field: second order too large by 5.7 percent
every check passed
```
